\section*{The Skodje-Truhlar tunnelling factor compared with Wigner and Eckart factors}

\section*{Question}

A particle of mass $m$ crosses a one-dimensional barrier whose top lies $V_0$ above the higher of its two asymptotes. Energies are measured from that asymptote. Near the top the potential is $V_0-\tfrac12 m\omega^2x^2$, so the imaginary frequency is $i\omega$. With $\beta=1/(k_BT)$ and transmission probability $P(E)$, the tunnelling factor is the thermally averaged quantum transmission divided by its classical counterpart, for which $P=0$ below $V_0$ and $P=1$ above:
\begin{equation}
\kappa=\frac{\int_0^\infty P(E)e^{-\beta E}\,dE}{\int_{V_0}^\infty e^{-\beta E}\,dE}
=\beta\int_0^\infty P(E)\,e^{\beta(V_0-E)}\,dE .
\label{def}
\end{equation}
Use the abbreviations
\begin{equation}
\alpha=\frac{2\pi}{\hbar\omega},\qquad u=\frac{\beta}{\alpha},\qquad w=\alpha V_0 .
\end{equation}

(a) Find $P(E)$ for an infinite inverted parabola, and write $\kappa$ when this $P$ is used down to $E=0$.

(b) Evaluate the integral approximately for $\beta<\alpha$ and bound the error.

(c) Do the same for $\beta>\alpha$. Examine how the two results join.

(d) Obtain the Wigner factor from the result of (b).

(e) Find the exact transmission of the symmetric Eckart barrier $V_0\,\mathrm{sech}^2(x/a)$ with the same $V_0$ and $\omega$.

(f) For a symmetric barrier with $V_0=0.4$ eV and imaginary wavenumber $1500i$ cm$^{-1}$, compare the three factors between 1000 K and 150 K.

(g) Explain the differences at low and at high temperature.

\section*{Answer to (a): the parabola and the cut integral}

Let $y=x\sqrt{m\omega/\hbar}$ and $\varepsilon=(E-V_0)/\hbar\omega$. The Schr\"odinger equation becomes
\begin{equation}
\psi''+(y^2+2\varepsilon)\psi=0 .
\end{equation}
At large $|y|$ the local wavenumber is $\sqrt{y^2+2\varepsilon}\simeq y+\varepsilon/y$. Its integral is $y^2/2+\varepsilon\ln y$, and the amplitude varies as $y^{-1/2}$. A wave leaving to the right is therefore
\begin{equation}
\psi\simeq B\,y^{i\varepsilon-1/2}e^{iy^2/2},\qquad y\to+\infty .
\end{equation}

To reach negative $y$, follow a large semicircle in the upper half-plane. For $0<\arg y<\pi/2$ the exponential $e^{iy^2/2}$ is the small one, and its partner $e^{-iy^2/2}$ is absent. For $\pi/2<\arg y<\pi$ it is the large one. Along such a path the coefficient of the large exponential does not change; that of the small one can change by an amount proportional to the large one. Hence the coefficient of $e^{iy^2/2}$ survives to $\arg y=\pi$, while an $e^{-iy^2/2}$ term is generated in the second quadrant. With $y=|y|e^{i\pi}$,
\begin{equation}
B\,y^{i\varepsilon-1/2}e^{iy^2/2}
=B\,e^{i\pi(i\varepsilon-1/2)}|y|^{i\varepsilon-1/2}e^{iy^2/2}
=-iBe^{-\pi\varepsilon}|y|^{i\varepsilon-1/2}e^{iy^2/2}.
\end{equation}
The phase grows with $|y|$, so on the left this is the reflected wave; the generated term is the incident one. Reflected and transmitted fluxes have the ratio $(1-P)/P=e^{-2\pi\varepsilon}$. Since $-2\pi\varepsilon=\alpha(V_0-E)$,
\begin{equation}
P(E)=\frac{1}{1+e^{\alpha(V_0-E)}} .
\label{ppar}
\end{equation}

Put $x=V_0-E$ in (\ref{def}), where $x$ now denotes an energy below the top:
\begin{equation}
\kappa_{\rm cut}=\beta\int_{-\infty}^{V_0}\frac{e^{\beta x}}{1+e^{\alpha x}}\,dx .
\label{cut}
\end{equation}
The truncation acts on the energy integral. Equation (\ref{ppar}) is not the transmission of a parabola clipped at zero energy, and it gives $P(0)=1/(1+e^{w})$ rather than zero.

\section*{Answer to (b): above the crossover temperature}

For $0<\beta<\alpha$ the integral converges when its upper limit is moved to infinity. Call the result $I=\int_{-\infty}^{\infty}e^{\beta x}(1+e^{\alpha x})^{-1}dx$. Take a rectangle with sides on the real axis and on the line raised by $2\pi i/\alpha$. On the upper side the integrand is multiplied by $e^{2\pi iu}$, and the distant vertical sides contribute nothing. The enclosed pole at $i\pi/\alpha$ has residue $-e^{i\pi u}/\alpha$, so
\begin{equation}
(1-e^{2\pi iu})I=-\frac{2\pi i}{\alpha}e^{i\pi u}
\quad\Rightarrow\quad
I=\frac{\pi}{\alpha\sin\pi u},
\end{equation}
after division by $e^{i\pi u}$. The uncut factor is $\beta I=\pi u/\sin\pi u$.

The part with $x>V_0$ must be removed. Use the identity
\begin{equation}
\frac1{1+e^{\alpha x}}=e^{-\alpha x}-\frac{e^{-2\alpha x}}{1+e^{-\alpha x}} .
\label{ident}
\end{equation}
Its first term gives $\beta\int_{V_0}^\infty e^{(\beta-\alpha)x}dx$, and hence
\begin{equation}
\kappa_{\rm ST}=\frac{\pi\beta/\alpha}{\sin(\pi\beta/\alpha)}
-\frac{\beta}{\alpha-\beta}\,e^{-(\alpha-\beta)V_0},\qquad \beta<\alpha .
\label{hot}
\end{equation}
The second term of (\ref{ident}) gives the error. With $t=\alpha x$,
\begin{equation}
r\equiv\kappa_{\rm cut}-\kappa_{\rm ST}
=u\int_w^\infty\frac{e^{(u-2)t}}{1+e^{-t}}dt,\qquad
0<r<\frac{u\,e^{-(2-u)w}}{2-u}.
\label{r}
\end{equation}
The approximation to the cut integral is good when $w\gg1$, that is, when the barrier is high compared with $\hbar\omega/2\pi$.

\section*{Answer to (c): below the crossover, and the joining}

The Boltzmann factor falls with energy as $e^{-\beta E}$, while deep tunnelling rises as $e^{\alpha E}$. When $\beta\geq\alpha$ the uncut integral diverges, because an infinite parabola has states of unlimited depth. The cut integral remains finite. For $w\gg1$ its main part comes from $0<x<V_0$, where $P\simeq e^{-\alpha x}$ except within about $1/\alpha$ of the top:
\begin{equation}
\kappa_{\rm ST}=\beta\int_0^{V_0}e^{(\beta-\alpha)x}dx
=\frac{\beta}{\beta-\alpha}\left[e^{(\beta-\alpha)V_0}-1\right],\qquad \beta>\alpha .
\label{cold}
\end{equation}
Equations (\ref{hot}) and (\ref{cold}) are the two branches of the Skodje-Truhlar factor.

The second branch omits energies above the top and the second term of (\ref{ident}). With $t=-\alpha x$ in the first of these parts and $t=\alpha x$ in the second, its error is
\begin{equation}
D\equiv\kappa_{\rm cut}-\kappa_{\rm ST}
=u\int_0^\infty\frac{e^{-ut}}{1+e^{-t}}dt
-u\int_0^w\frac{e^{(u-2)t}}{1+e^{-t}}dt .
\label{D}
\end{equation}
Both denominators exceed one, so
\begin{equation}
-u\int_0^w e^{(u-2)t}dt<D<1 .
\end{equation}

The branches meet at $\beta=\alpha$, which defines
\begin{equation}
T_c=\frac{\hbar\omega}{2\pi k_B},\qquad u=\frac{T_c}{T}.
\end{equation}
Put $\delta=u-1$. Expansion of (\ref{cold}) gives
\begin{equation}
\kappa_{\rm ST}=\frac{1+\delta}{\delta}(e^{\delta w}-1)
=w+\delta\left(w+\tfrac12w^2\right)+O(\delta^2).
\label{coldexp}
\end{equation}
The hot expression (\ref{hot}) can be written as the cold one plus a remainder:
\begin{equation}
\kappa_{\rm hot}=\kappa_{\rm cold}+G(u),\qquad
G(u)=\frac{\pi u}{\sin\pi u}+\frac{u}{u-1}.
\end{equation}
Because $\sin\pi u=-\sin\pi\delta$,
\begin{equation}
G=-\frac{u}{\delta}\left(1+\frac{\pi^2\delta^2}{6}+\dots\right)+\frac{u}{\delta}
=-\frac{\pi^2}{6}u\delta+O(\delta^3).
\label{G}
\end{equation}
Each branch tends to $\kappa=w=\alpha V_0$, the value assigned at $T_c$. The two singular terms of the hot branch cancel there. The slopes differ: $d\kappa_{\rm ST}/du$ at fixed $V_0$ and $\omega$ rises by $\pi^2/6$ on passing from the hot to the cold side.

The cut integral itself is smooth. At $u=1$, the substitution $t=\alpha x$ in (\ref{cut}) gives $\kappa_{\rm cut}=\int_{-\infty}^{w}e^t(1+e^t)^{-1}dt=\ln(1+e^w)$, which is close to $w$ for $w\gg1$. Let $D$ and $r$ now stand for the integral expressions in (\ref{D}) and (\ref{r}) on both sides of $u=1$. In $D-r$ the second integral of (\ref{D}) is extended to infinity, so this difference is an analytic function of $u$ for $0<u<2$. It equals $G$ for $u<1$, by the results above, and therefore also for $1<u<2$. Thus $D=G+r$ just below $T_c$: the kink comes from dropping $G$ in the cold branch and has no physical meaning.

\section*{Answer to (d): the Wigner factor}

For small $u$ at fixed $V_0/k_BT$, $w$ is large and the subtraction in (\ref{hot}) is exponentially small. Expansion of the sine gives
\begin{equation}
\frac{\pi u}{\sin\pi u}=1+\frac{\pi^2u^2}{6}+O(u^4).
\end{equation}
Since $\beta\hbar\omega=2\pi u$, the first two terms are the Wigner factor
\begin{equation}
\kappa_W=1+\frac{(\beta\hbar\omega)^2}{24}.
\end{equation}
It has no singularity at $T_c$, but its derivation requires $\beta\hbar\omega\ll2\pi$. It contains no barrier height.

\section*{Answer to (e): the Eckart barrier}

The curvature at the top is $-2V_0/a^2=-m\omega^2$, so $a^2=2V_0/(m\omega^2)$. With $y=x/a$, $q=a\sqrt{2mE}/\hbar$ and $\lambda=2mV_0a^2/\hbar^2$,
\begin{equation}
\psi''+(q^2-\lambda\,\mathrm{sech}^2y)\psi=0 .
\end{equation}
Set $\xi=\tanh y$, so that $d/dy=(1-\xi^2)d/d\xi$, and write $\psi=(1-\xi^2)^\nu f$ with $\nu=-iq/2$. Differentiating twice, using $q^2=-4\nu^2$ and dividing by $(1-\xi^2)^{\nu+1}$ gives
\begin{equation}
(1-\xi^2)f''-(4\nu+2)\xi f'-(4\nu^2+2\nu+\lambda)f=0 .
\end{equation}
With $\zeta=(1-\xi)/2$ this is the hypergeometric equation
\begin{equation}
\zeta(1-\zeta)f_{\zeta\zeta}+(2\nu+1)(1-2\zeta)f_\zeta-(4\nu^2+2\nu+\lambda)f=0 .
\end{equation}
Its parameters are $C=1-iq$ and $A,B=\tfrac12-iq\pm i\sigma$, where $\sigma^2=\lambda-\tfrac14$; indeed $A+B+1=4\nu+2$ and $AB=4\nu^2+2\nu+\lambda$.

Choose $f=F(A,B;C;\zeta)$. On the right $\zeta\to0$ and $\psi\to4^\nu e^{iqy}$, a purely outgoing wave. On the left $1-\zeta\simeq e^{2y}$ and $C-A-B=iq$. The connection formula of $F$ at $\zeta=1$ contains the term
\begin{equation}
\frac{\Gamma(C)\Gamma(A+B-C)}{\Gamma(A)\Gamma(B)}(1-\zeta)^{C-A-B}.
\end{equation}
Multiplied by $(1-\xi^2)^\nu\simeq4^\nu e^{-iqy}$, it becomes the incident wave $e^{iqy}$. The other term of the formula is constant and gives the reflected wave. Therefore
\begin{equation}
P=\left|\frac{\Gamma(\frac12-iq+i\sigma)\Gamma(\frac12-iq-i\sigma)}{\Gamma(1-iq)\Gamma(-iq)}\right|^2
=\frac{\sinh^2\pi q}{\cosh\pi(q-\sigma)\cosh\pi(q+\sigma)} .
\end{equation}
This uses, for real $\sigma$, $|\Gamma(\tfrac12+is)|^2=\pi/\cosh\pi s$ and $|\Gamma(1-iq)\Gamma(-iq)|^2=\pi^2/\sinh^2\pi q$. The denominator equals $\sinh^2\pi q+\cosh^2\pi\sigma$. Inserting $a$ gives $\pi q=\alpha\sqrt{EV_0}$ and $\lambda=4V_0^2/(\hbar\omega)^2=w^2/\pi^2$, so
\begin{equation}
P_E=\frac{\sinh^2z}{\sinh^2z+\cosh^2d},\quad
z=\alpha\sqrt{EV_0},\quad d=\sqrt{w^2-\pi^2/4}.
\label{eck}
\end{equation}
Here $w>\pi/2$. The mass has dropped out. The Eckart factor follows by putting (\ref{eck}) into (\ref{def}) and integrating numerically.

\section*{Answer to (f): numerical comparison}

The data give $\hbar\omega=0.18598$ eV, $\alpha=33.785$ eV$^{-1}$, $w=13.514$ and $T_c=343.5$ K.

At 500 K, $u=0.6870$ and the hot branch gives
\begin{equation}
\kappa_{\rm ST}=2.5927-0.0319=2.561 .
\end{equation}
At 300 K, $\beta/(\beta-\alpha)=7.8993$ and $(\beta-\alpha)V_0=1.9587$, so
\begin{equation}
\kappa_{\rm ST}=7.8993\,(e^{1.9587}-1)=48.11 .
\end{equation}
At the same temperature $\beta\hbar\omega=38.682\times0.18598=7.194$, and $\kappa_W=1+7.194^2/24=3.156$. Quadrature gives $\kappa_E=12.57$.

\begin{center}
\begin{tabular}{rrrrr}
$T$/K & $\kappa_W$ & $\kappa_{\rm ST}$ & $\kappa_E$ & $\kappa_{\rm ST}/\kappa_E$\\
\hline
1000 & 1.194 & 1.224 & 1.256 & 0.974\\
500 & 1.776 & 2.561 & 2.343 & 1.09\\
400 & 2.213 & 5.381 & 3.843 & 1.40\\
343.5 & 2.645 & 13.51 & 6.483 & 2.08\\
300 & 3.156 & 48.11 & 12.57 & 3.83\\
250 & 4.105 & 571 & 47.9 & 11.9\\
200 & 5.852 & $3.89\times10^4$ & 679 & 57.2\\
150 & 9.625 & $6.60\times10^7$ & $1.90\times10^5$ & 347
\end{tabular}
\end{center}

At 300 K the Skodje-Truhlar factor is 3.8 times the Eckart value, while the Wigner factor is one quarter of it. The cut integral (\ref{cut}) is 47.83 at this temperature, so (\ref{cold}) exceeds its own defining integral by 0.6\%. Its much larger departure from the Eckart factor comes from the different transmission function.

\section*{Answer to (g): the role of barrier shape}

\textbf{Low temperature.} Well below the top, but with $z\gg1$, (\ref{eck}) gives $P_E\simeq e^{2(z-d)}$. With $s=\sqrt{E/V_0}$, $z=ws$ and $d\simeq w$, the tunnelling exponents are $2w(1-s)$ for Eckart and $w(1-s^2)$ for the parabola. Their difference is
\begin{equation}
2w(1-s)-w(1-s^2)=w(1-s)^2>0 .
\end{equation}
The Eckart barrier has a wider base and transmits less at these energies. At $E=V_0/4=0.1$ eV the probabilities are $1.62\times10^{-6}$ and $3.96\times10^{-5}$, a ratio of 24. The estimate $e^{w(1-s)^2}=e^{w/4}$ gives 29; keeping $d$ distinct from $w$ divides it by $e^{2(w-d)}=1.20$. Since $2(w-d)\simeq\pi^2/(4w)$, the order reverses when $1-s<\pi/(2w)$: above about $0.78V_0$ the Eckart barrier here transmits more than the parabola.

How much of this difference reaches $\kappa$ depends on which energies dominate the thermal average: in the table the ratio $\kappa_{\rm ST}/\kappa_E$ is below 24 at 300 and 250 K and above it at 200 and 150 K. Put $P_E\simeq e^{2(z-d)}$ in (\ref{def}), with $E=V_0s^2$ and $\beta V_0=uw$:
\begin{align}
\kappa_E&\simeq uw\,e^{uw-2d}\int2s\,e^{-uws^2+2ws}\,ds\nonumber\\
&=uw\,e^{uw-2d+w/u}\int2s\,e^{-uw(s-1/u)^2}ds .
\end{align}
If the Gaussian lies well inside $0<s<1$, its limits may be extended to $\pm\infty$. The integral is then $(2/u)\sqrt{\pi/(uw)}$, and
\begin{equation}
\kappa_E\simeq\sqrt{\frac{4\pi w}{u}}\,
\exp\left[\frac{w(u-1)^2}{u}+2(w-d)\right].
\label{gauss}
\end{equation}
The condition is that $1/u$ and $1-1/u$ are both large compared with the width $1/\sqrt{2uw}$; it fails at $T_c$. At 200 K the formula gives 685 against the quadrature value 679.

The exponent $w(u-1)^2/u$ is smaller than the Skodje-Truhlar exponent $w(u-1)$ by the factor $(u-1)/u$. The dominant energies differ too. The Eckart exponent $-\beta E+2w\sqrt{E/V_0}$ is stationary at $E=V_0/u^2$, which is 0.136 eV at 200 K. For the parabola,
\begin{equation}
\frac{d}{dx}\ln\frac{e^{\beta x}}{1+e^{\alpha x}}
=\beta-\frac{\alpha}{1+e^{-\alpha x}}>0\qquad(\beta\geq\alpha),
\end{equation}
so the integrand is largest at the cutoff $E=0$. There the parabola is a poor model of a barrier with smooth tails.

\textbf{High temperature.} At 1000 K the Skodje-Truhlar and Eckart factors have changed places: the Eckart factor is the largest, and the Wigner factor remains the smallest. For large $z$ and $d$, (\ref{eck}) becomes $P_E\simeq1/(1+e^{2(d-z)})$. Integration of (\ref{def}) by parts gives
\begin{equation}
\kappa_E=e^{\beta V_0}\int\frac{dP_E}{dz}\,F(z)\,dz,\qquad F(z)=e^{-\beta V_0z^2/w^2}.
\end{equation}
The weight $dP_E/dz$ is a logistic peak at $z=d$ with variance $\pi^2/12$, so the integral is approximately $F(d)+(\pi^2/24)F''(d)$. Let $b=\beta V_0$ stay fixed while $w\to\infty$. To order $1/w^2$,
\begin{align}
\kappa_E&\simeq1+\frac{\pi^2b}{4w^2}+\frac{\pi^2}{24}\,\frac{4b^2-2b}{w^2}
=1+\frac{\pi^2(b^2+b)}{6w^2}\nonumber\\
&=1+\frac{(\beta\hbar\omega)^2}{24}\left(1+\frac1{\beta V_0}\right),
\end{align}
because $b/w=u$. The additional term has the same order in $\hbar$ as Wigner's, so for this barrier Wigner's term is the leading part of the correction $\kappa_E-1$ only when $\beta V_0\gg1$. At 1000 K, $\beta V_0=11.60\times0.4=4.64$, and the formula gives $1+0.194\times1.215=1.236$. This accounts for about two thirds of the excess of 1.256 over the Wigner value 1.194.

\textbf{Scope.} The Eckart factor is exact for the Eckart potential in one dimension. The comparison shows that below $T_c$ a factor built from the parabolic transmission can be far from the exact factor of a barrier with the same height and curvature: here $\kappa_{\rm ST}/\kappa_E$ grows from 2.08 at $T_c$ to 347 at 150 K. This ratio contrasts the parabolic transmission with that of the $\mathrm{sech}^2$ profile; it does not measure the spread among barriers that all have smooth tails. Coupling of the reaction coordinate to other motions is outside all three factors. The numerical check compares both transmission formulas with direct integration of the Schr\"odinger equation.

\section*{Numbers as computed}
\begin{verbatim}
barrier height V0 = 0.400 eV
imaginary wavenumber (magnitude) = 1500 cm^-1
angular frequency omega = 2.82548e+14 s^-1
hbar omega = 0.185976 eV
alpha = 33.7849 eV^-1
w = alpha V0 = 13.5139 (no unit)
d in Eckart transmission = 13.4223 (no unit)
crossover temperature T_c = 343.48 K
slope dkappa/du at u=1, hot side = 103.183 (no unit)
slope dkappa/du at u=1, cold side = 104.827 (no unit)
slope jump = 1.6448 (no unit)
factors (no unit): ST = Skodje-Truhlar, cut = cut-parabola integral
  T/K      beta/eV^-1  u        Wigner   ST          cut         Eckart      ST/Eckart  Wigner/Eckart
 1000.00    11.6045   0.3435   1.1941       1.224       1.224      1.2563     0.9743     0.9505
  500.00    23.2090   0.6870   1.7763      2.5608      2.5608      2.3428      1.093     0.7582
  400.00    29.0113   0.8587   2.2129      5.3813      5.3813      3.8434        1.4     0.5758
  343.48    33.7849   1.0000   2.6449      13.514      13.514      6.4825      2.085      0.408
  300.00    38.6817   1.1449   3.1563       48.11       47.83      12.574      3.826      0.251
  250.00    46.4181   1.3739   4.1051      571.48      570.48      47.858      11.94    0.08578
  200.00    58.0226   1.7174   5.8517       38869       38864      679.08      57.24   0.008617
  150.00    77.3635   2.2899   9.6253  6.6014e+07  6.6014e+07  1.8997e+05      347.5  5.067e-05
300 K: (beta-alpha) V0 = 1.9587 (no unit)
300 K: beta/(beta-alpha) = 7.8993 (no unit)
500 K: pi u/sin(pi u) = 2.59270 (no unit)
500 K: subtracted tail = 0.03193 (no unit)
E = V0/4 = 0.100 eV: parabola P = 3.9647e-05 (no unit)
E = V0/4 = 0.100 eV: Eckart P = 1.6238e-06 (no unit)
200 K: Eckart integrand peak = 0.1356 eV
200 K: V0/u^2 = 0.1356 eV
200 K: cut-parabola integrand peak = 0.0000 eV
200 K: Gaussian Eckart estimate = 685.46 (no unit)
150 K: Gaussian Eckart estimate = 1.9012e+05 (no unit)
\end{verbatim}
